Critical exponents and susceptibility slopes at a ferroelectric tricritical point

**Q:** You say that a ferroelectric behaves in a special way when the quartic coefficient of its free energy vanishes. Before I accept any exponent, tell me what free energy you mean and what you have assumed.

**A:** I take a crystal with one polar axis, in a single domain, with uniform polarization P along that axis. E is the uniform field inside the crystal, so there is no separate depolarizing term. The mechanical conditions are fixed, for instance zero stress. Without a field the states P and −P have equal energy, so only even powers of P appear. Measured from the nonpolar state, the free-energy density is

f = ½atP² + ¼bP⁴ + (1/6)cP⁶ − EP,  t = T − T0,  a > 0, c > 0.

The algebra is in atomic units with k_B = 1, so T is an energy. The quadratic coefficient changes sign at T0, and I keep its linear term in t. The coefficient c is constant, and it is positive so that f is bounded below. This is Landau theory: P is a uniform mean value and critical fluctuations are left out. Everything I derive holds within that approximation.

An equilibrium state makes f stationary in P:

∂f/∂P = atP + bP³ + cP⁵ − E = 0,

so the equation of state is

E = atP + bP³ + cP⁵.

A stationary state is locally stable if ∂²f/∂P² = at + 3bP² + 5cP⁴ is positive. The point where t and b vanish together is the tricritical point. For now I set b = 0 at all temperatures.

**Q:** With no quartic term, why should the polarization still grow continuously from zero? Perhaps it jumps.

**A:** Put b = 0 and E = 0. The equation of state factorizes:

P(at + cP⁴) = 0.

For t > 0 the bracket is positive, so P = 0 is the only solution. For t < 0 write τ = −t > 0. The bracket then vanishes at

P_s⁴ = aτ/c,  P_s = ±(aτ/c)^(1/4).

The curvature of f shows which states are stable:

at P = 0: ∂²f/∂P² = −aτ < 0,
at P = ±P_s: ∂²f/∂P² = −aτ + 5c(aτ/c) = 4aτ > 0.

The nonpolar state has become a maximum and the two polar states are minima. To find their depth, replace cP_s⁴ by aτ in the sixth-order term:

f(P_s) = −½aτP_s² + (1/6)aτP_s² = −(1/3)aτP_s².

This lies below f(0) = 0, and there are no other minima. P_s goes to zero with τ, so there is no jump. The exponent beta is defined by P_s ∝ τ^beta as τ → 0, hence

beta = 1/4.

With a positive quartic term the balance near T0 would be aτ = bP², which gives the exponent 1/2. Here the sixth-order term must stop the growth of P. It is weaker at small P, so close to T0 the polarization rises more steeply.

**Q:** Give me numbers, so that I can see how steep that is.

**A:** I use round model parameters that stand for no particular material: T0 = 0.030 eV (348.1 K), a = 20 Å/e² and c = 2.0×10⁶ eV Å⁹/e⁶. At τ = 1.0×10⁻³ eV, or 11.60 K below T0,

aτ = 20 × 10⁻³ = 0.02 V Å/e,
P_s = (0.02 / 2.0×10⁶)^(1/4) = (10⁻⁸)^(1/4) = 0.0100 e/Å²,

which is 0.160 C/m². The energy at the minimum is

f(P_s) = −(1/3) × 0.02 × 10⁻⁴ = −6.67×10⁻⁷ eV/Å³.

At one sixteenth of the distance from T0 the polarization is 0.0050 e/Å², still half as large. A square-root law would have reduced it to a quarter. These values also come from a numerical minimization of f, which finds the stationary points and keeps the lowest.

**Q:** Now sit at T0 itself and apply a field. The quadratic and quartic terms are both gone. Is there still a definite response?

**A:** Yes, but it is not linear. With t = 0 and b = 0 the equation of state is

E = cP⁵,  P = (E/c)^(1/5).

The right side of the first equation increases steadily with P, so each field gives one polarization. The curvature 5cP⁴ is never negative, so that state is the minimum. The exponent delta is defined by E ∝ P^delta at T0 for small fields, hence

delta = 5.

In the example, E = 2.0×10⁻⁴ V/Å (2.0×10⁶ V/m) gives

P = (2.0×10⁻⁴ / 2.0×10⁶)^(1/5) = (10⁻¹⁰)^(1/5) = 0.0100 e/Å².

To double P one needs 2⁵ = 32 times the field, and the minimization indeed gives 0.0200 e/Å² there. That field is 6.4×10⁷ V/m, more than most bulk ceramics withstand without breakdown. The ratio P/E grows without limit as E → 0, so the linear susceptibility diverges at T0.

**Q:** No experiment sits precisely at T0. How close must it be for the fifth-power law to show?

**A:** Compare the two terms of E = atP + cP⁵. The fifth-power term dominates when cP⁴ ≫ a|t|. At 1.0×10⁻³ eV from T0 and P = 0.0100 e/Å², both sides equal 0.02 V Å/e. That temperature is therefore too far from T0 for this polarization; one must go closer or use a larger field. At the same distance above T0, P = 0.0200 e/Å² would make the fifth-power term 16 times the linear one, but this takes 6.8×10⁷ V/m, again too much for most bulk ceramics. For them, going closer is the remaining way, within limits stated below. In this model, at 2.0×10⁶ V/m, the local exponent d ln E/d ln P = (at + 5cP⁴)/(at + cP⁴) is 4.61 at 1.0×10⁻⁴ eV (1.2 K) above T0 and 4.96 at 1.0×10⁻⁵ eV (0.12 K). These values assume b = 0, no higher terms and a fixed temperature. A residual quartic term must also satisfy cP² ≫ |b|: at T0 the local exponent is (3b + 5cP²)/(b + cP²), which for b = 40 eV Å⁵/e⁴ is only 4.64 at this field, so going closer cannot bring it to 5. The field must also be applied isothermally. With a heat capacity of 15 k_B per 64 Å³, applying it adiabatically would warm this model crystal by about 1.4 K, far more than 0.12 K.

**Q:** Then take the small-field response away from T0. I would guess that it is the same at equal distances above and below.

**A:** It is not, because below T0 the crystal already carries a polarization, and the sixth-order term stiffens it. Define χ = dP/dE at constant temperature, in the limit E → 0 and without switching the domain. Differentiate the equation of state with respect to E, with b = 0:

1 = (at + 5cP⁴) dP/dE,

so that

1/χ = at + 5cP⁴.

Above T0, P = 0 and

1/χ = at.

Below T0, cP_s⁴ = aτ and

1/χ = −aτ + 5aτ = 4aτ = −4at.

The slopes with respect to temperature are a above and −4a below. Their ratio is

(slope below)/(slope above) = −4.

**Q:** A minus sign in a susceptibility ratio worries me. Is one of the phases unstable?

**A:** No. Both values of 1/χ are positive. The sign says that 1/χ falls towards T0 on heating from below and rises again on heating above. At equal distances the ratio of the values themselves is +4: the polar phase responds one quarter as strongly.

At 1.0×10⁻³ eV from T0, 1/χ is 0.0200 V Å/e above and 0.0800 V Å/e below. The slopes are 20 and −80 Å/e². In atomic units the relative permittivity is 1 + 4πχ; it comes to 9049 above and 2263 below. Without the vacuum term 1 these are 9048 and 2262, whose ratio is 4.

**Q:** You now have separate laws for polarization, field and susceptibility. Are they independent?

**A:** They follow from one scaling property. Multiply t by λ > 0 and P by λ^(1/4) in E = atP + cP⁵. The first term gains the factor λ·λ^(1/4) = λ^(5/4), and the second gains λ^(5/4) as well. The field must gain the same factor:

P(λt, λ^(5/4)E) = λ^(1/4) P(t, E).

Differentiate with respect to E at fixed t:

λ^(5/4) χ(λt, λ^(5/4)E) = λ^(1/4) χ(t, E).

At E = 0 this gives χ(λt) = χ(t)/λ, so χ ∝ 1/|t| on each side and its exponent gamma is 1. This agrees with

gamma = beta(delta − 1) = (1/4) × 4 = 1.

Scaling fixes the power but not the prefactors. The factor 4 needed the stability calculation.

**Q:** You set b = 0 at every temperature. A real coefficient will vary with temperature, and there will be an eighth-order term too. Does that spoil the result?

**A:** Not if b vanishes at T0 itself: the behaviour at finite distance changes, but the limits stay. Let b = b1t, which meets this condition, and add (1/8)dP⁸ to f. Write u = P². Below T0 the zero-field condition, divided by P, is

−aτ − b1τu + cu² + du³ = 0,

or

cu² = aτ + b1τu − du³.

Without the corrections u = u0 = (aτ/c)^(1/2). Put u = u0(1 + ε) with small ε. To first order the left side is cu0² + 2cu0²ε, and cu0² = aτ cancels the first term on the right. In the small terms u may be replaced by u0:

2cu0²ε = b1τu0 − du0³.

Divide by 2cu0² and use τ = cu0²/a:

ε = k_P u0,  k_P = b1/(2a) − d/(2c).

For the susceptibility, start from the curvature and eliminate cu² with the condition above:

1/χ = −aτ − 3b1τu + 5cu² + 7du³
  = −aτ − 3b1τu + 5(aτ + b1τu − du³) + 7du³
  = 4aτ + 2b1τu + 2du³.

Now set u = u0 in the two small terms and use u0³ = u0aτ/c:

1/χ = 4aτ(1 + k_χ u0),  k_χ = b1/(2a) + d/(2c).

Since u0 ∝ τ^(1/2), both relative corrections vanish as τ → 0.

**Q:** What would I read off a logarithmic plot at finite distance?

**A:** The local exponent is beta_eff = d ln P_s/d ln τ. From ln P_s = ½ ln u0 + ½ ln(1 + k_P u0) and d ln u0/d ln τ = ½, to first order,

beta_eff = 1/4 + k_P u0/4.

In 1/χ the correction term goes as τ·τ^(1/2), so differentiation brings a factor 3/2. For the positive b1 and d used below, the phase above T0 still has P = 0 and slope a. Hence

slope ratio = −4(1 + (3/2)k_χ u0).

At T0, E = cP⁵ + dP⁷, and

delta_eff = d ln E/d ln P = (5c + 7dP²)/(c + dP²) ≈ 5 + 2dP²/c.

Take b1 = 2.0×10⁴ Å⁵/e⁴ and d = 4.0×10⁹ eV Å¹³/e⁸. Then k_P = 500 − 1000 = −500 Å⁴/e² and k_χ = 500 + 1000 = 1500 Å⁴/e². At τ = 10⁻⁵ eV, u0 = 10⁻⁵ e²/Å⁴, and the formulas give

beta_eff = 0.25 − 0.00125 = 0.24875,
slope ratio = −4(1 + 0.0225) = −4.090.

Minimization of the full f gives 0.24880 and −4.089. At τ = 10⁻³ eV the first-order formulas give 0.2375 and −4.90, while minimization gives 0.241 and −4.79, so higher orders are already visible there. At τ = 10⁻⁷ eV the minimized values are 0.2499 and −4.009. At T0 the local delta falls from 5.315 at 2×10⁻⁴ V/Å to 5.004 at 2×10⁻⁹ V/Å.

The first-order corrections were tested at τ = 10⁻⁷ eV and, for delta, at 2×10⁻⁹ V/Å. Each agrees with minimization to within 2 percent of the correction itself. A distance of 10⁻⁷ eV is only about 1.2 mK; it serves to test the limit of the formulas, not as a realistic distance for a measurement.

**Q:** Suppose b is small but does not vanish at T0. Do I still see −4?

**A:** That depends on the distance. Take b constant and d = 0. In the polar phase

at + bu + cu² = 0.

Subtracting this from the curvature gives

1/χ = at + 3bu + 5cu² = 2bu + 4cu².

Differentiating the condition with respect to t gives a + (b + 2cu)du/dt = 0, so du/dt = −a/(b + 2cu). Therefore

d(1/χ)/dt = (2b + 8cu)du/dt = −2a(b + 4cu)/(b + 2cu).

The slope above the transition is a, so

slope ratio = −2(b + 4cu)/(b + 2cu).

For b > 0 the transition is continuous, u → 0 at T0, and the ratio tends to −2. Far enough below, where cu ≫ b, it tends to −4. The crossover follows from the positive root

u = [−b + (b² + 4acτ)^(1/2)]/(2c).

Define τ* = b²/(4ac) and s = (1 + τ/τ*)^(1/2). Then b + 2cu = bs and b + 4cu = b(2s − 1), which gives

slope ratio = −4 + 2/s.

For b = 40 eV Å⁵/e⁴,

τ* = 1600/(4 × 20 × 2.0×10⁶) = 1.0×10⁻⁵ eV.

The minimized ratio is −2.001 at τ = 10⁻⁸ eV, −2.586 at τ* and −3.801 at 10⁻³ eV. With b constant and d = 0, a ratio near −4 over a limited range thus shows that b is small on the scale of that range, not that it is zero. The corrections of the previous answers also shift the ratio, and they can bring it to −4 by compensation where b still matters. The tricritical value −4 itself needs τ ≫ τ*, yet τ small enough for those corrections to be small.

**Q:** And if b is slightly negative?

**A:** Then the transition is of first order. It occurs where the polar minimum has the same energy as P = 0. Divide f = 0 by u/2, and take the stationary condition beside it:

at + ½bu + (1/3)cu² = 0,
at + bu + cu² = 0.

Subtract the first from the second: ½bu + (2/3)cu² = 0. With b = −|b| this gives

u = 3|b|/(4c),

and the second condition then gives

at = |b|u − cu² = (3/4 − 9/16)b²/c = 3b²/(16c).

The polarization jumps, and the transition lies above T0. At the transition cu = (3/4)|b|, so

slope ratio = −2(−1 + 3)/(−1 + 3/2) = −8.

For b = −40 eV Å⁵/e⁴ the transition lies 7.5×10⁻⁶ eV above T0. At a temperature below the transition by 0.1 percent of this shift, minimization gives P = 0.00387 e/Å² and a ratio of −7.994. On further cooling cu outgrows |b| and the ratio tends to −4, now from the side of larger magnitude.

**Q:** You fixed the mechanical conditions at the start. Can they matter for a ratio of slopes?

**A:** They can remove it. Let a uniform strain x couple to the polarization through ½Kx² − qxP², with K > 0, and let b_c be the quartic coefficient at fixed strain. At zero stress the strain adjusts until Kx = qP². Inserting x = qP²/K changes the energy by −q²P⁴/(2K), so the quartic coefficient at zero stress is

b = b_c − 2q²/K.

Suppose this b vanishes. A measurement at zero stress and constant temperature sees the ratio −4. Now suppose that the strain is held at its equilibrium value x = qu/K while the field is varied, again at constant temperature. The inverse susceptibility is then

1/χ_x = at + 3b_cu + 5cu² − 2qx.

With b_c = 2q²/K the strain terms add up to 6q²u/K − 2q²u/K = 4q²u/K, so below T0

1/χ_x = 4aτ + 4q²u/K,  u = (aτ/c)^(1/2).

For q ≠ 0 the second term goes as τ^(1/2) and dominates close to T0. The clamped inverse susceptibility then has no finite slope there, and the ratio −4 is lost. This last result is derived here but was not tested numerically. It means that when b vanishes at zero stress, the ratio −4 belongs to the susceptibility at zero stress, not to this clamped one.

The thermal condition matters in the same way. The entropy density is s = s0(T) − ½aP², where s0 belongs to the nonpolar reference state. Let C = T ds0/dT be the heat capacity per volume at fixed P. If the field varies too fast for heat to flow, as in many AC measurements, then ds = 0 and C dT/T = aP dP. Inserting this in dE = (1/χ)dP + aP dT gives, below T0,

1/χ_S = 4aτ + Ta²u/C.

The extra term again goes as τ^(1/2). For C = 15 k_B per 64 Å³ the slope ratio becomes −4.12 at τ = 10⁻³ eV and −5.28 at 10⁻⁵ eV, and its magnitude grows without limit as τ → 0. The ratio −4 therefore needs both zero stress and constant temperature.

Computed values

```
T0 = 0.030 eV = 348.1 K
a = 20.0 A/e^2
c = 2.0e+06 eV A^9/e^6
distance from T0 = 1.0e-03 eV = 11.60 K
P_s below T0 = 0.010000 e/A^2 = 0.1602 C/m^2
energy at minimum = -6.6667e-07 eV/A^3
P_s at 1/16 of distance = 0.005000 e/A^2
beta from minimization = 0.250000
field at T0 = 2.0e-04 V/A = 2.0e+06 V/m
P at T0 in this field = 0.010000 e/A^2
P at T0, field x 32 = 0.020000 e/A^2
delta from minimization = 5.000000
1/chi above T0 = 0.020000 V A/e
  relative permittivity above = 9049
  slope of 1/chi above = 20.0000 A/e^2
1/chi below T0 = 0.080000 V A/e
  relative permittivity below = 2263
  slope of 1/chi below = -80.0000 A/e^2
slope ratio = -4.00000
With corrections: b1 = 2.0e+04 A^5/e^4, d = 4.0e+09 eV A^13/e^8
k_P = -500.0 A^4/e^2, k_chi = 1500.0 A^4/e^2
  tau = 1e-03 eV: beta_eff = 0.24115, slope ratio = -4.7946
  tau = 1e-05 eV: beta_eff = 0.24880, slope ratio = -4.0886
  tau = 1e-07 eV: beta_eff = 0.24988, slope ratio = -4.0090
  E = 2e-04 V/A: delta_eff = 5.31474
  E = 2e-09 V/A: delta_eff = 5.00399
  E = 2e-14 V/A: delta_eff = 5.00004
Constant b = +40 eV A^5/e^4 (b1 = d = 0)
  crossover distance = 1.00e-05 eV
  tau = 1e-08 eV: slope ratio = -2.0010
  tau = 1e-05 eV: slope ratio = -2.5858
  tau = 1e-03 eV: slope ratio = -3.8010
  tau = 1e-02 eV: slope ratio = -3.9368
Constant b = -40 eV A^5/e^4 (b1 = d = 0)
  transition above T0 by 7.50e-06 eV
  P 0.1 percent of this shift below = 0.003874 e/A^2
  slope ratio there = -7.9940
```
